# Calibrating the phonon-confinement Raman line of a 3 nm silicon crystallite

## A sphere with one known answer

Take a silicon sphere of diameter $L=3.0$ nm and radius $R=L/2$, held in a rigid surrounding. Let its atoms vibrate in the zone-centre optical pattern, with the two sublattices moving against each other, multiplied by a slowly varying envelope $W(r)$. Atomic units are used in the algebra, so $\hbar=1$ and frequency is energy. Suppose first that there is a single isotropic branch,

$$\omega(q)=\omega_0-Dq^2 .$$

For an envelope, $q^2$ becomes $-\nabla^2$, so a stationary vibration obeys $\omega_0W+D\nabla^2W=\omega W$. With $W=u(r)/r$ this is $u''=-k^2u$ and $\omega=\omega_0-Dk^2$. Finiteness at the centre requires $u(0)=0$ and the rigid wall requires $u(R)=0$. Hence $u=\sin k_nr$ with $k_n=n\pi/R=2\pi n/L$.

Light of long wavelength couples to the uniform displacement. The normalized modes are $\sin(k_nr)/(r\sqrt{2\pi R})$, and $\int_0^R r\sin k_nr\,dr=\pm R^2/(n\pi)$. The squared overlap with a constant, divided by the volume, is therefore

$$\frac{1}{4\pi R^3/3}\,\frac{(4\pi)^2}{2\pi R}\,\frac{R^4}{n^2\pi^2}=\frac{6}{\pi^2n^2}.$$

The first mode carries 61% of the strength. With $D=0.1114$ meV nm², obtained below, and $k_1^2=4\pi^2/L^2=4.386$ nm⁻², it lies $0.489$ meV below $\omega_0$. Its width is the natural width alone. This answer is the yardstick for what follows.

## The naive scheme and its first failure

The Richter-Campbell-Fauchet model avoids solving for modes. It expands the envelope in plane waves with amplitudes $C(\mathbf q)$, lets each component scatter at the bulk energy $\omega(\mathbf q)$, and adds intensities:

$$I(\omega)\propto\int d^3q\,\frac{|C(\mathbf q)|^2}{[\omega-\omega(\mathbf q)]^2+(G/2)^2}.$$

Here $G$ is the full natural width. Adding intensities instead of amplitudes is an assumption, and the sphere shows what it costs.

Insert the true first mode, $W=\sin(kr)/(kr)$ for $r<R$ and zero outside, with $k=2\pi/L$. For a spherical envelope the angular integral leaves $C\propto q^{-1}\int rW\sin qr\,dr$. The remaining integral is

$$\int_0^R\!\sin kr\,\sin qr\,dr=\frac12\left[\frac{\sin(k-q)R}{k-q}-\frac{\sin(k+q)R}{k+q}\right].$$

Since $kR=\pi$, the two sines are $\sin qR$ and $-\sin qR$, so the right side equals $k\sin(qR)/(k^2-q^2)$. Including the factor $q^2$ from $d^3q$,

$$q^2|C|^2\propto\frac{\sin^2 qR}{(k^2-q^2)^2}.$$

Let $\delta=\omega_0-\omega$ be the downward shift. As $G\to0$, each $q$ contributes at $\delta=Dq^2$, and $dq/d\delta=1/(2Dq)$. With $y=qR$ the line shape is $\sin^2y/[y(\pi^2-y^2)^2]$. Its maximum, found numerically, has $(y/\pi)^2=0.369$. The model thus turns a single sharp mode into a broad line whose peak has only 37% of the mode's shift.

The mean behaves better. For $G\to0$ and normalized $W$,

$$\langle\delta\rangle=D\langle q^2\rangle=D\int|\nabla W|^2d^3r=Dk^2 ,$$

where the last step is an integration by parts with $W=0$ at the wall. The model's line is the energy distribution that the packet would have in an unbounded crystal. That distribution has the right mean, but the wall, which makes the packet stationary, has been lost. Reading a peak position from it is the first fault.

## Gaussian envelopes: two errors that partly cancel

The other usual envelopes are Gaussians, $W=e^{-\kappa r^2/L^2}$. The transform of a Gaussian is a Gaussian, $C\propto e^{-q^2L^2/4\kappa}$, so

$$|C|^2\propto e^{-q^2L^2/2\kappa}.$$

Each Cartesian component of $\mathbf q$ has variance $\kappa/L^2$, hence $\langle q^2\rangle=3\kappa/L^2$. Richter's choice is $\kappa=2$, which leaves $W(L/2)=0.61$. The Campbell-Fauchet choice is $\kappa=8\pi^2$, for which $W(L/2)$ is about $3\times10^{-9}$. The root-mean-square wavevectors are 0.816 and 5.130 nm⁻¹, against 2.094 nm⁻¹ for the sphere function.

The order has a reason. A spherical envelope that vanishes at $R$ can be expanded in the modes above with normalized coefficients $c_n$, so $\langle q^2\rangle=\sum_n|c_n|^2k_n^2\ge k_1^2$. Richter's envelope falls below this bound because it extends far outside the crystallite. The Campbell-Fauchet envelope is squeezed into the centre and lies far above it.

Now let $G\to0$ with the parabolic branch. From $q^2\,dq\propto\delta^{1/2}d\delta$,

$$I\propto\delta^{1/2}e^{-\delta/2s},\qquad s=\frac{\kappa D}{L^2}.$$

Setting the logarithmic derivative to zero gives $1/(2\delta)=1/(2s)$, so the peak is at $\delta=s$, while the mean is $3s$. The full width at half maximum is $3.591\,s$, from a numerical solution for the two half-height points.

For Campbell-Fauchet, $s=78.96\times0.1114/9.0=0.977$ meV and the mean is 2.931 meV. The mean is six times the true mode shift, but the peak is only a third of the mean. The predicted peak is therefore too large by a factor of two, not six.

The opposite limit has a broad natural line, with all important $\delta$ much smaller than $G$. Write $\omega=\omega_0-x$. The maximum of the summed Lorentzians satisfies

$$\left\langle\frac{\delta-x}{[(\delta-x)^2+(G/2)^2]^2}\right\rangle=0 .$$

To leading order the denominator is constant, so $x=\langle\delta\rangle=3s$. A Gaussian envelope's peak thus moves from $s$ to $3s$ as the natural width grows relative to the confinement shift. Richter's envelope at 3 nm is close to the second limit: $s=0.025$ meV, $3s=0.074$ meV, and the computed peak with $G=0.40$ meV is at 0.066 meV.

## How much the dispersion matters

A parabola cannot hold across the zone, so the scheme needs a branch with a sensible zone edge. Take

$$\omega^2=A+B\cos(qa/4),\qquad A+B=\omega_0^2,$$

with $a=0.543$ nm. At $q=2\pi/a$ the cosine vanishes, so $A$ is the square of the edge energy. For small $q$, $\cos(qa/4)\simeq1-q^2a^2/32$. Then $\omega^2\simeq\omega_0^2-Bq^2a^2/32$, and the square root gives

$$D=\frac{Ba^2}{64\,\omega_0}.$$

With $\omega_0=64.5$ meV and an edge at 51.0 meV, $B=4160-2601=1559$ meV² and $D=1559\times0.29485/(64\times64.5)=0.1114$ meV nm². Two alternatives are a parabola through the same edge, with $D=0.1008$ meV nm², and a flatter cosine with its edge at 57.0 meV and $D=0.0651$ meV nm².

The integral is cut at the sphere $q=2\pi/a=11.57$ nm⁻¹. Less than 0.2% of the weight lies beyond it for any of the three envelopes. The peak shifts in meV, all with $G=0.40$ meV, are:

| Envelope | cosine | parabola | flat cosine |
|---|---|---|---|
| Richter | 0.066 | 0.060 | 0.041 |
| sphere function | 0.288 | 0.267 | 0.191 |
| Campbell-Fauchet | 1.161 | 1.051 | 0.741 |

With the cosine branch fixed, the envelope changes the shift by a factor of 17.7. With the Campbell-Fauchet envelope fixed, the dispersion changes it by 1.57. In wavenumbers the cosine column reads 0.53, 2.32 and 9.37 cm⁻¹. The widths follow the envelope too: 0.442, 0.877 and 3.780 meV. The low-energy half of the Campbell-Fauchet line is 2.62 times as wide as the high-energy half, because the branch bends downwards and larger $q$ feeds that side alone.

Silicon has three optical branches, which depend on direction. A nearest-neighbour Born lattice shows what this does. Each atom has four bonds along $\mathbf t=(1,1,1)$, $(1,\bar1,\bar1)$, $(\bar1,1,\bar1)$, $(\bar1,\bar1,1)$, with mass-scaled stiffness $T_{\mathbf t}=(\omega_0^2/8)[(1-r)\mathbf 1+r\,\mathbf t\mathbf t^{\mathsf T}]$ and a round value $r=0.6$. The four matrices sum to $\omega_0^2/2$ times the unit matrix. The sublattices are coupled by $-K$, with $K=\sum_{\mathbf t}T_{\mathbf t}e^{i\mathbf q\cdot\mathbf ta/4}$, and the optical $\omega^2$ are $\omega_0^2/2$ plus the singular values of $K$. To second order

$$K=\tfrac12\omega_0^2(\mathbf 1+iX-Y).$$

Here $X$ has zero diagonal and $X_{xy}=raq_z/4$ with its cyclic partners, because $\sum t_xt_yt_z=4$. The diagonal elements of $Y$ are $a^2q^2/32$, because $\sum(\mathbf q\cdot\mathbf t)^2=4q^2$. The singular values are the eigenvalues of $(KK^\dagger)^{1/2}\simeq\tfrac12\omega_0^2(\mathbf 1-Y+X^2/2)$. Since $\operatorname{tr}X^2=r^2a^2q^2/8$, the mean over the three branches is

$$\overline{\omega^2}=\omega_0^2\left[1-\frac{a^2q^2}{64}\Big(1-\frac{2r^2}{3}\Big)\right],\qquad \bar D=\frac{\omega_0a^2}{128}\Big(1-\frac{2r^2}{3}\Big).$$

This gives $\bar D=0.1129$ meV nm², within 2% of the cosine's value. Yet the Campbell-Fauchet shift, with the three branches weighted equally, falls from 1.161 to about 0.97 meV. The reason is that a flatter branch gives a narrower and taller contribution, which pulls the peak of the sum towards $\omega_0$. If the three energies are first averaged at each wavevector, the drop disappears and the shift is 1.22 meV. Even so, the change is 17%, small beside that from the envelope.

## A reference that keeps the wall

The same bond stiffnesses can be assigned to a real cluster of 705 atoms, cut from a 3 nm sphere, and all its modes found by diagonalization. The Raman strength of a mode is taken as its squared overlap with the uniform optical displacement. No plane-wave expansion and no envelope enter. In the clamped cluster, missing neighbours are replaced by immobile ones; in the free cluster their bonds are removed.

A first comparison tests the link between real space and $q$ space. Put the sphere function on the atoms, polarized along $x$, and compute its mean $\omega^2$. The matrix $X$ has no diagonal part, so in the continuum the mean is $\omega_0^2/2+(\omega_0^2/2)(1-a^2k^2/32)$. The relative loss is $a^2k^2/64=0.0202$. The atomic sum gives 0.0191, lower by 5%. The finite bond length accounts for nearly all of this difference. The continuum formula keeps only the second-order term in the bond length, whereas the lattice compares the envelope at points a full bond apart. Averaging that comparison over continuous positions in the sphere gives 0.0192. About three quarters of the reduction comes from bonds that cross the wall, where the envelope has a kink; with the function continued smoothly past the wall the average would be 0.0200.

The main line of the clamped cluster is shifted by 0.443 meV, or 3.57 cm⁻¹; that of the free cluster by 0.493 meV, or 3.98 cm⁻¹. These values are for a sphere centred on an atom. Centring it on a bond or on an interstitial hole raises them by up to 0.014 meV when surface atoms held by fewer than two bonds are removed, as is done for all clusters here; the atom-centred 3 nm sphere has no such atoms. If they are kept, the clamped shift for these other centres lies between 0.439 and 0.449 meV. The widths, 0.413 and 0.410 meV, are nearly the natural width. The strength within 0.2 meV of the peak is 65% and 56% of the total, on either side of the 61% of the simple sphere. The simple sphere with $\bar D$ predicts a shift of 0.495 meV. Its near equality with the free cluster should not be given weight, since it was derived for a rigid wall. For the clamped cluster it is 12% too high; the cause was not isolated.

So the simple sphere was a fair guide. At the same diameter, Richter's envelope gives about a seventh of the clamped shift, the sphere function about two thirds, and the Campbell-Fauchet envelope 2.6 times as much.

## The repaired scheme

Read backwards, these errors become errors of size. If a line shifted by 0.443 meV is fitted with the cosine branch, the inferred diameter is 0.86 nm with Richter's envelope, 2.27 nm with the sphere function and 5.39 nm with Campbell-Fauchet. The cluster has 3.0 nm.

The two Gaussian results contain the same information, because $\kappa$ and $L$ enter only as $\kappa/L^2$. The value of $\kappa$ that gives the cluster's shift at 3.0 nm is

$$\kappa=8\pi^2\left(\frac{3.0}{5.39}\right)^2\simeq24,\qquad \kappa=2\left(\frac{3.0}{0.86}\right)^2\simeq24 .$$

This number belongs to this diameter, natural width and dispersion. To see how it would drift, take first very small crystallites, whose mode shifts are far above $G$, as far as the continuum picture still holds there. The first mode then stands alone. If its shift scales as $L^{-2}$, as for the simple sphere, it is $0.443\times9.0/L^2=3.99/L^2$ meV, with $L$ in nm, or $36D/L^2$. The model's peak in this narrow-line limit is $\kappa D/L^2$, which requires $\kappa=36$, so a fixed $\kappa=24$ would give about two thirds of the shift.

In large crystallites the modes lie closer together than $G$ and merge into one line. In the simple sphere, mode $n$ has strength $6/(\pi^2n^2)$ and shift $n^2Dk_1^2$, so every mode adds the same amount to the mean shift, until its own shift becomes comparable with $G$ and it no longer affects the peak. The number of modes that count is proportional to $\sqrt{G/(Dk_1^2)}$. The peak shift is therefore proportional to $\sqrt{G\,Dk_1^2}$ and falls only as $L^{-1}$, whereas the model's broad-line peak, $3\kappa D/L^2$, falls as $L^{-2}$. A fixed $\kappa$ would eventually underestimate the shift of large crystallites, and the $\kappa$ needed there grows in proportion to $L$.

Between these limits $\kappa$ passes through a minimum. Clamped clusters of 4.5 and 7.0 nm need $\kappa\simeq20$ and 19, so in that range a fixed $\kappa=24$ overestimates the shift. At the small end, clusters of 2.0 and 1.5 nm need values between about 27 and 31, depending on where the sphere is centred, so the limiting value 36 is not reached at these sizes.

The scheme that results is this:

1. Fix $\omega_0$ and $G$ from a bulk line taken at the same temperature, and choose a branch with the right curvature and zone edge.
2. Diagonalize a cluster of known diameter, near the size of interest, and record its main shift.
3. Adjust $\kappa$ until the peak of the confinement integral has that shift. On a uniform grid keep $2Dq\,\Delta q$ well below $G$, so that neighbouring Lorentzians overlap.
4. Repeat at a few diameters and use the resulting $\kappa(L)$ to turn a measured shift into a size.

The calibration repairs the position and not the shape. With $\kappa=24$ the confinement width is $3.591\times24\times0.1114/9.0\simeq1.1$ meV before natural broadening is added, whereas the clamped and free 3 nm clusters each have a main line of 0.41 meV. The surplus is the energy spread of the packet in an unbounded crystal. If a measured line is as broad as the model's, that agreement does not show that confinement caused the width.

## Porous silicon

Crystallites of a few nanometres occur in porous silicon made by anodic etching, and the parameters here are rough typical values for silicon at room temperature: a bulk line near 520 cm⁻¹ and a natural width of about 3 cm⁻¹. One clear weakness is the Born lattice, whose longitudinal zone-edge energy along [100], 45.6 meV, is well below the rough 51 meV used for the cosine. The cluster also lacks longer-range forces, surface hydrogen or oxide, relaxation and true bond polarizabilities, so its 0.44 to 0.49 meV is a model reference and not a prediction of experiment to that precision.

Real layers also break the assumption of one size. For a log-normal spread of 0.15 about 3 nm, with each sphere weighted by its volume, the Campbell-Fauchet shift falls by about a fifth. Volume weighting moves the median diameter up by $e^{3(0.15)^2}=1.07$, and a single sphere larger by this factor has a shift about 11% smaller. The taller lines of the larger spheres supply most of the rest. The width also falls, from 3.780 to 3.195 meV.

Two further effects imitate confinement. Heating by 50 K under the laser, at a rough 0.0027 meV/K, lowers the line by 0.135 meV. An isotropic tensile strain $\epsilon=10^{-3}$ changes the volume by $3\epsilon$, and with a rough Grüneisen parameter of 1 lowers the line by $3\epsilon\omega_0=0.194$ meV. Together they amount to about three quarters of the clamped cluster's shift. A size should therefore be read from the shift only after the laser power has been reduced until the line stops moving, and after the strain has been found independently.

Two other omissions are smaller. The thermal factor $[\omega(1-e^{-\omega/k_BT})]^{-1}$ at 300 K adds 0.040 meV to the Campbell-Fauchet shift. The photon wavevector in backscattering, about 0.097 nm⁻¹ for 532 nm light and a rough refractive index of 4.1, corresponds to $Dq^2=0.001$ meV. The values behind these estimates are collected in the numerical output.

## Table of computed values

```
diameter 3.0 nm, lattice constant 0.543 nm
zone-centre energy 64.5 meV = 520.2 cm^-1
natural full width 0.40 meV; zone radius 11.57 nm^-1
zone-edge energies 51.0 and 57.0 meV
curvature D: cosine 0.1114, parabola 0.1008, flat cosine 0.0651 meV nm^2
Richter Gauss: W(L/2) 6.07e-01, rms q 0.816 nm^-1, weight beyond zone 2.4e-130
sphere sinc: W(L/2) 0.00e+00, rms q 2.094 nm^-1, weight beyond zone 4.1e-04
Campbell Gauss: W(L/2) 2.68e-09, rms q 5.130 nm^-1, weight beyond zone 1.6e-03
lowest sphere eigenvalue k^2 4.386 nm^-2, its shift D k^2 0.489 meV
narrow-line Campbell peak shift 0.977 meV, mean shift 2.931 meV
narrow-line width/peak-shift, Gaussian: 3.591
narrow-line peak/mean shift, sinc: 0.369
envelope / dispersion: shift meV, full width meV, low/high half-width
  Richter Gauss / cosine: 0.066, 0.442, 1.07
  Richter Gauss / parabola: 0.060, 0.436, 1.06
  Richter Gauss / flat cosine: 0.041, 0.417, 1.02
  sphere sinc / cosine: 0.288, 0.877, 1.63
  sphere sinc / parabola: 0.267, 0.825, 1.58
  sphere sinc / flat cosine: 0.191, 0.642, 1.36
  Campbell Gauss / cosine: 1.161, 3.780, 2.62
  Campbell Gauss / parabola: 1.051, 3.455, 2.64
  Campbell Gauss / flat cosine: 0.741, 2.330, 2.39
largest/smallest shift: over envelopes 17.7, over dispersions 1.57
cosine shifts in cm^-1: Richter Gauss 0.53, sphere sinc 2.32, Campbell Gauss 9.37
Born lattice, beta/alpha 0.6: mean D 0.1129 meV nm^2, X edge LO 45.6, TO 57.7 meV
  three-branch lattice, Richter Gauss: shift 0.061, width 0.448 meV
  three-branch lattice, sphere sinc: shift 0.242, width 0.804 meV
  three-branch lattice, Campbell Gauss: shift 0.969, width 3.093 meV
cluster atoms 705; packet loss of w^2: lattice 0.01914, continuum 0.02021
  clamped cluster: shift 0.443 meV = 3.57 cm^-1, width 0.413 meV, share in main line 0.65
  free cluster: shift 0.493 meV = 3.98 cm^-1, width 0.410 meV, share in main line 0.56
sphere estimate with lattice mean D: 0.495 meV
  diameter inferred from clamped shift, Richter Gauss: 0.86 nm
  diameter inferred from clamped shift, sphere sinc: 2.27 nm
  diameter inferred from clamped shift, Campbell Gauss: 5.39 nm
change of shift, thermal factor at 300 K: +0.0401 meV
change of shift, log-normal size spread 0.15: -0.224 meV, width then 3.195 meV
photon wavevector 0.097 nm^-1 (rough index 4.1, 532 nm light): D q^2 0.0010 meV
heating by 50 K at rough 0.0027 meV/K: 0.135 meV
isotropic tensile strain 1.0e-03, rough Gruneisen 1.0: 0.194 meV
```
